# Landau theory and strain-induced magnetization of altermagnets without spin-orbit coupling, part 1

(Sections cited here and not found follow in the later parts.)

## First half: symmetry and the Landau functional

### 1. Two decoupled sublattices

Take a square cell of side $a$ with two magnetic sites, A at $(\tfrac12,0)$ and B at $(0,\tfrac12)$ in units of $a$. An electron on A hops to the next A site with amplitude $t_a$ along $x$ and $t_b$ along $y$; on B the roles are exchanged. A non-magnetic atom at the origin would produce this pattern, since it lies on the $x$ bonds of A and the $y$ bonds of B. For now there is no hopping between A and B. With $k_x,k_y$ in units of $1/a$,

$$\varepsilon_A=-2t_a\cos k_x-2t_b\cos k_y,\qquad \varepsilon_B=-2t_b\cos k_x-2t_a\cos k_y .$$

Let an exchange field $h>0$ favour $\sigma=+1$ on A and $\sigma=-1$ on B, and let it be large enough that only the bands $E_\uparrow=\varepsilon_A-h$ and $E_\downarrow=\varepsilon_B-h$ hold electrons. Exchanging $k_x$ and $k_y$ turns $\varepsilon_A$ into $\varepsilon_B$, so both bands have the same density of states, hold the same number of electrons, and the net moment is zero. At a given $\mathbf k$ they are split:

$$\Delta(\mathbf k)=E_\uparrow-E_\downarrow=-2(t_a-t_b)(\cos k_x-\cos k_y)\approx (t_a-t_b)(k_x^2-k_y^2),$$

where the last form uses $\cos k\approx1-k^2/2$. The splitting changes sign under a quarter turn, exactly as the staggered moment does.

Now strain the cell, $\epsilon_{xx}=\epsilon/2$ and $\epsilon_{yy}=-\epsilon/2$, and let each hopping scale as $1-\beta\,\delta d/d$ with the relative stretch of its bond. The $x$ hoppings acquire $1-\beta\epsilon/2$ and the $y$ hoppings $1+\beta\epsilon/2$, so the bands shift by $\epsilon V_A$ and $\epsilon V_B$ with

$$V_A=\beta(t_a\cos k_x-t_b\cos k_y),\qquad V_B=\beta(t_b\cos k_x-t_a\cos k_y).$$

Under $k_x\leftrightarrow k_y$, $V_B$ becomes $-V_A$. With the Fermi function $f$ and $\langle\cdot\rangle_k$ the average over the zone, the electron numbers change by $\epsilon\langle f'(E_\uparrow)V_A\rangle_k$ and $\epsilon\langle f'(E_\downarrow)V_B\rangle_k=-\epsilon\langle f'(E_\uparrow)V_A\rangle_k$. The total number is unchanged, so the chemical potential stays put at first order, and the moment per cell is

$$M=2\epsilon\,\langle f'(E_\uparrow)V_A\rangle_k .$$

The moment is linear in strain and no spin-orbit coupling was used. If both bands are full and separated from the empty ones by a gap, $f'$ vanishes as $T\to0$ and so does $M$. If $t_a=t_b$, then $V_A\propto\cos k_x-\cos k_y$ is odd under the exchange while $E_\uparrow$ is even, so $M=0$, and also $\Delta=0$.

### 2. The symmetry group and the Néel vector

Units are Rydberg atomic units: energies and $k_BT$ (written $T$) in Ry, lengths in bohr. Moments are in $\mu_B$ per cell, one electron carrying one $\mu_B$, and $\sigma=+1$ labels a moment along the chosen axis. The field enters only through the Zeeman energy, as $\mathbf H=\mu_B\mathbf B$ in Ry.

Without spin-orbit coupling the paramagnet is invariant under three independent sets of operations: the space group, acting on positions only; rotations $R\in SO(3)$, acting on spin only; and time reversal. A space operation $\{g|\boldsymbol\tau\}$, meaning $\mathbf r\to g\mathbf r+\boldsymbol\tau$, moves the spin density without turning it, $\mathbf m(\mathbf r)\to\mathbf m(\{g|\boldsymbol\tau\}^{-1}\mathbf r)$. The uniform moment $\mathbf M$ is therefore invariant under every space operation.

The order is assumed collinear, and such that each space operation either preserves or reverses the pattern:

$$\mathbf m(\{g|\boldsymbol\tau\}\mathbf r)=\chi(g)\,\mathbf m(\mathbf r),\qquad \chi(g)=\pm1 .\tag{1}$$

Applying two operations in turn gives $\chi(g_1g_2)=\chi(g_1)\chi(g_2)$, so $\chi$ is a real one-dimensional representation, called $\Gamma_N$. The Néel vector $\mathbf N$ is the amplitude of the pattern; it is a spin vector, odd under time reversal, and is multiplied by $\chi(g)$ under space operations. An altermagnet is the case where $\chi=+1$ for all translations, $\chi=+1$ for inversion, and $\chi=-1$ for some $g$. The first condition lets $\chi$ depend on the point part $g$ alone, the third excludes the ferromagnet, and section 5 shows that the first two are needed for a splitting. The point group $G$ is taken to contain inversion. In section 1 the quarter turn and the diagonal mirrors have $\chi=-1$, the representation $B_{1g}$ of $D_{4h}$.

A term in the free energy must be invariant under the three sets separately. For the spin part, consider a bilinear form $\sum_{ab}X_aQ_{ab}Y_b$ in two spin vectors. A half turn about $x$ reverses the $y$ and $z$ components, which forces $Q_{xy},Q_{yx},Q_{xz},Q_{zx}$ to vanish; a half turn about $y$ removes $Q_{yz}$ and $Q_{zy}$; quarter turns make the diagonal elements equal. Only $\mathbf X\cdot\mathbf Y$ survives. Half turns likewise forbid a term linear in one spin vector. The product $\mathbf N\cdot\mathbf M$ passes the spin and time-reversal tests but is multiplied by $\chi(g)$ under space operations, so it is forbidden. It becomes allowed when multiplied by any spin-scalar, time-even quantity that also carries $\Gamma_N$, because $\chi^2=1$.

### 3. The multipole that couples to $\mathbf N$

Let $f_N(\mathbf u)$ be a homogeneous polynomial with $f_N(g\mathbf u)=\chi(g)f_N(\mathbf u)$. Draw equal spheres $S_s$ around the magnetic sites $\mathbf r_s$ of one cell and define

$$\mathbf O=\sum_s\int_{S_s}f_N(\mathbf r-\mathbf r_s)\,\mathbf m(\mathbf r)\,d^3r .\tag{2}$$

Take any periodic $\mathbf m$ and its transform $\mathbf m'(\mathbf r)=\mathbf m(\{g|\boldsymbol\tau\}^{-1}\mathbf r)$. Substitute $\mathbf r=\{g|\boldsymbol\tau\}\mathbf r'$. The sphere $s$ is the image of a sphere $s'$, with $\mathbf r-\mathbf r_s=g(\mathbf r'-\mathbf r_{s'})$, and the volume element is unchanged. Hence

$$\mathbf O'=\sum_{s'}\int_{S_{s'}}f_N\big(g(\mathbf r'-\mathbf r_{s'})\big)\,\mathbf m(\mathbf r')\,d^3r'=\chi(g)\,\mathbf O .$$

So $\mathbf O$ transforms like $\mathbf N$ under all operations and $\mathbf N\cdot\mathbf O$ is an invariant. A polynomial of degree $l$ times a spin vector is named after the highest rank it contains, $l+1$, hence an octupole for $l=2$. Under a joint rotation of space and spin it also contains lower ranks, but without spin-orbit coupling the two indices transform separately and the product is the relevant object.

In the ordered state take an operation with $\chi=-1$ that carries A to B. By (1) the dipoles obey $\mathbf m_B=-\mathbf m_A$. For the multipole $\mathbf Q_s$ of one site, put $\mathbf r=\{g|\boldsymbol\tau\}(\mathbf r_A+\mathbf u)$:

$$\mathbf Q_B=\int f_N(g\mathbf u)\,\mathbf m\big(\{g|\boldsymbol\tau\}(\mathbf r_A+\mathbf u)\big)d^3u=\chi^2\,\mathbf Q_A=\mathbf Q_A .$$

The dipoles cancel and the multipoles add: the state is a ferroic order of $\Gamma_N$ multipoles.

The site-centred definition matters. For point moments in the geometry of section 1, the integral of $(x^2-y^2)m$ over a cell centred at the origin is $a^2(m_A-m_B)/4$, since A lies on the $x$ axis at distance $a/2$ and B on the $y$ axis. For a cell centred at $(\tfrac12,\tfrac12)$, A lies on the $y$ axis and the sign reverses. A cell moment thus depends on the cell, and it is nonzero even for $t_a=t_b$.

### 4. The lowest degree

The number of independent polynomials of degree $l$ carrying $\Gamma_N$ is, by the orthogonality of characters,

$$n_l=\frac1{|G|}\sum_{g\in G}\chi(g)\,h_l(g),$$

with $h_l(g)$ the trace of $g$ on polynomials of degree $l$. In coordinates that diagonalise $g$, with eigenvalues $x_i$, every monomial is an eigenvector whose eigenvalue is the same monomial in the $x_i$. Summing geometric series, $\sum_lh_ls^l=\prod_i(1-x_is)^{-1}$. Apply $s\,d/ds$ to the logarithm: the right side gives $\sum_ix_is/(1-x_is)=\sum_{k\ge1}p_ks^k$ with $p_k=\sum_ix_i^k=\operatorname{tr}g^k$. Multiplying back by the series and comparing powers of $s$,

$$h_l=\frac1l\sum_{k=1}^{l}p_k\,h_{l-k},\qquad h_0=1 .\tag{3}$$

Inversion has $h_l=(-1)^l$ times the value for the identity, so with $\chi=+1$ odd degrees cancel, and for even degrees the rotation subgroup suffices. For $D_{4h}$ and $l=2$, $h_2=(p_1^2+p_2)/2$ equals $6$ for the identity, $(1+3)/2=2$ for each of the five half turns, and $(1-1)/2=0$ for the two quarter turns. For $B_{1g}$ the half turns about $z,x,y$ have $\chi=+1$ and the two diagonal ones $-1$, so $n_2=(6+2+4-4)/8=1$. For $A_{2g}$ all four in-plane half turns have $\chi=-1$ and $n_2=(6+2-4-4)/8=0$.

Carrying this through the eleven Laue groups gives the following lowest degrees; each polynomial can be confirmed by applying the generators, with $x$ a twofold axis where the group has one in the plane.

- $l=2$ (d-wave): $D_{2h}$ with $xy$, $yz$ or $xz$; $D_{4h}$ with $x^2-y^2$ or $xy$; $C_{2h}$ with the pair $xz,\,yz$; $C_{4h}$ with the pair $x^2-y^2,\,xy$.
- $l=4$ (g-wave): $D_{4h}$ with $xy(x^2-y^2)$; $D_{3d}$ with $xz(x^2-3y^2)$; $D_{6h}$ with $yz(3x^2-y^2)$ or $xz(x^2-3y^2)$; $C_{6h}$ with these two as a pair.
- $l=6$ (i-wave): $D_{6h}$ with $xy(3x^2-y^2)(x^2-3y^2)$; $O_h$ with $(x^2-y^2)(y^2-z^2)(z^2-x^2)$.
- $C_i$, $S_6$ and $T_h$ have no representation of the required kind.

A pair means $n_l=2$: both polynomials carry the same $\Gamma_N$.

### 5. What symmetry fixes in the splitting

In a mean-field or spin-density-functional description of collinear order the two spin components along $\mathbf N$ decouple, $\hat H_\sigma=\hat H_0-\sigma b(\mathbf r)$, where $\hat H_0$ has the full space symmetry and $b$ obeys (1). The unitary operator $U$ of $\{g|\boldsymbol\tau\}$ gives $U\hat H_\sigma U^{-1}=\hat H_{\chi\sigma}$ and carries a Bloch state at $\mathbf k$ to one at $g\mathbf k$. Numbering the bands of each spin by increasing energy, $E_{n,\chi\sigma}(g\mathbf k)=E_{n\sigma}(\mathbf k)$. For $\Delta_n=E_{n\uparrow}-E_{n\downarrow}$ this reads

$$\Delta_n(g\mathbf k)=\chi(g)\,\Delta_n(\mathbf k).\tag{4}$$

The conditions of section 2 follow. A translation has $g=1$, so $\chi=-1$ would give $\Delta_n=-\Delta_n=0$. Each $\hat H_\sigma$ is real, so complex conjugation gives $\Delta_n(-\mathbf k)=\Delta_n(\mathbf k)$; inversion with $\chi=-1$ would give the opposite sign and again $\Delta_n=0$.

Equation (4) fixes the following. The splitting vanishes wherever $g\mathbf k=\mathbf k$ up to a reciprocal vector for some $g$ with $\chi=-1$, which includes $\Gamma$ and every mirror plane with $\chi=-1$. The two spins have equal densities of states. Reversing $b$ exchanges the spins, so $\Delta_n$ is odd in $N$. If band $n$ is nondegenerate at $\Gamma$ within its own spin, perturbation theory in $\mathbf k$ gives a power series, each homogeneous part obeys (4), and the series has no term below the degree $l$ of section 4:

$$\Delta_n(\mathbf k)=c_n\,f_N(\mathbf k)+O(k^{l+2}).$$

Splitting and multipole share the polynomial because both must carry $\Gamma_N$. Symmetry does not fix $c_n$, which can vanish by accident. In section 1, a hopping $q$ over two cells, along $x$ on A and along $y$ on B, adds $-2q(\cos2k_x-\cos2k_y)\approx4q(k_x^2-k_y^2)$ to $\Delta$; for $q=-(t_a-t_b)/4$ the quadratic term cancels and the splitting starts at fourth order. Where $n_l=2$ it does not fix the ratio of the two polynomials either; in $C_{4h}$ continuity still forces a zero between $\mathbf k$ and its quarter-turned image, but at an angle that depends on the band. For a band degenerate at $\Gamma$, (4) holds but the power series can fail. Far from $\Gamma$ only (4) remains.

### 6. The lowest power of strain

Strain is a spin scalar, even under time reversal, and transforms as $\epsilon\to g\epsilon g^T$. A term $W(\epsilon)\,\mathbf N\cdot\mathbf M$ is allowed when the polynomial $W$, of degree $p$ in the six components, carries $\Gamma_N$. The lowest such $p$ is $l/2$.

First, $p\le l/2$. Write $f_N(\mathbf u)=\sum T_{i_1\cdots i_l}u_{i_1}\cdots u_{i_l}$ with $T$ fully symmetric, and set $W(\epsilon)=\sum T_{i_1\cdots i_l}\epsilon_{i_1i_2}\cdots\epsilon_{i_{l-1}i_l}$. The tensor $T$ acquires $\chi$ when all indices are rotated, so $W(g\epsilon g^T)=\chi W(\epsilon)$, and $W$ is not identically zero because $W(\mathbf u\mathbf u^T)=f_N(\mathbf u)$. Thus $x^2-y^2$ gives $\epsilon_{xx}-\epsilon_{yy}$, and $xy(x^2-y^2)$ gives $\epsilon_{xy}(\epsilon_{xx}-\epsilon_{yy})$.

Second, $p$ cannot be smaller. The components $\epsilon_{ij}$ transform like $u_iu_j$, so $p=1$ requires $l=2$. They span angular momenta $L=0$ and $2$. Products of two $L=2$ components are labelled by unordered pairs $(m_1,m_2)$; the numbers of pairs with $m_1+m_2=4,3,2,1,0$ are $1,1,2,2,3$, and successive differences give one multiplet each of $L=4,2,0$ and none of $L=3,1$. Products with the scalar add only $L=0,2$. Quartic polynomials in $\mathbf u$ contain the same set, $L=0,2,4$, all even under inversion. So $\Gamma_N$ occurs at $p=2$ only if it occurs among quartic polynomials, that is $l\le4$. With $l\in\{2,4,6\}$ the two bounds meet at $p=1,2,3$. Piezomagnetism proper, a moment linear in strain, is allowed without spin-orbit coupling for d-wave order only. The count can also be done with (3), using the eigenvalues $x_ix_j$ ($i\le j$) of $g$ on strain, for which $p_k=[(\operatorname{tr}g^k)^2+\operatorname{tr}g^{2k}]/2$.

Symmetry has fixed which multipole accompanies the Néel vector, how the band splitting transforms, and the lowest power of strain that couples the Néel vector to a net moment. It remains to write down the Landau functional, derive the responses from it, and compute its coefficients in a model.
